**Generation current of a depleted layer against trap energy**

For equal lifetimes $\tau$, the program tests the depleted Shockley-Read-Hall rate $G=n_i/(2\tau\cosh x)$, where $n_i$ is the intrinsic density and $x$ is the trap's distance from the intrinsic level divided by $kT$. It solves the steady state of one trap from its capture and emission rates, and asserts agreement with this formula, with the general rate for finite carrier densities, and with the result for unequal lifetimes. It also asserts that generation peaks at the intrinsic level when the lifetimes are equal. At 300 K a shift of 0.1 eV lowers the rate by a factor of 23.9.

For a germanium-on-silicon photodiode with rough parameters, the effective-width formula is asserted against numerical integration over the carrier profile, and the Hurkx tunnelling integral against its saddle-point limit. Carrier tails from the contacts reduce the factor to about 21 in a uniform-field model. Tunnelling raises both currents but leaves that ratio unchanged, and adding diffusion current brings the factor for the total dark current to about 16.

## Numerical check

```python
"""
Result under test: in a fully depleted region with equal lifetimes tau, a trap
at energy d from the intrinsic level generates pairs at the rate
    G = ni / (2 tau cosh(d/kT)),
so moving the trap from d = 0 to d = 0.1 eV at 300 K divides G by about 24.
Symbols: ni intrinsic density, Nt trap density, c_n and c_p capture
coefficients, tau_n = 1/(c_n Nt), tau_p = 1/(c_p Nt), n and p free densities.
Units inside the program: cm, s, eV, V, A unless a name says otherwise.
Example: rough typical values for a germanium-on-silicon p-i-n photodiode.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

q = const.e
k_ev = const.k / const.e
T = 300.0
kT = k_ev * T
shift = 0.1
ni = 2e13
tau = 5e-9
Nt = 1e15
width = 0.5e-4
area = 100e-8
bias = 1.0
doping = 1e18
gap = 0.66
c0 = 1 / (tau * Nt)


def emission_rates(d, c_n, c_p, kt, fermi):
    """Emission rates from detailed balance at an equilibrium Fermi level."""
    f_eq = 1 / (1 + np.exp((d - fermi) / kt))
    n_eq = ni * np.exp(fermi / kt)
    p_eq = ni * np.exp(-fermi / kt)
    return c_n * n_eq * (1 - f_eq) / f_eq, c_p * p_eq * f_eq / (1 - f_eq)


def trap_steady_state(d, c_n=c0, c_p=c0, kt=kT, n=0.0, p=0.0, fermi=0.05):
    """Occupancy and net generation from the two-state rate equations."""
    e_n, e_p = emission_rates(d, c_n, c_p, kt, fermi)
    fill = c_n * n + e_p
    drain = e_n + c_p * p
    # unknowns: probabilities (empty, filled); rows: stationarity, norm
    matrix = np.array([[fill, -drain], [1.0, 1.0]])
    empty, filled = np.linalg.solve(matrix, np.array([0.0, 1.0]))
    return filled, Nt * (e_n * filled - c_n * n * empty)


def srh_generation(d, n, p, t_n, t_p, kt=kT):
    n1, p1 = ni * np.exp(d / kt), ni * np.exp(-d / kt)
    return (ni**2 - n * p) / (t_p * (n + n1) + t_n * (p + p1))


# --- local generation rate -------------------------------------------------
f_mid, G_mid = trap_steady_state(0.0)
f_off, G_off = trap_steady_state(shift)
ratio = G_mid / G_off
for d in (-0.15, -0.1, 0.0, 0.04, 0.1):
    direct = trap_steady_state(d)[1]
    assert np.isclose(direct, ni / (2 * tau * np.cosh(d / kT)), rtol=1e-8)
    other_fermi = trap_steady_state(d, fermi=-0.12)[1]
    assert np.isclose(direct, other_fermi, rtol=1e-8)
assert 23.5 < ratio < 24.5
best = minimize_scalar(lambda d: -trap_steady_state(d)[1] / G_mid,
                       bounds=(-0.13, 0.2), method="bounded")
assert abs(best.x) < 1e-4

# general rate with free carriers and unequal capture coefficients
for d, n, p in ((0.1, 3e13, 1e12), (-0.06, 1e10, 8e14), (0.02, 5e14, 4e13)):
    direct = trap_steady_state(d, c0, c0 / 10, n=n, p=p)[1]
    assert np.isclose(direct, srh_generation(d, n, p, tau, 10 * tau),
                      rtol=1e-7)

# unequal lifetimes, tau_p = 10 tau_n
G_uneq = {s: trap_steady_state(s * shift, c0, c0 / 10)[1] for s in (-1, 0, 1)}
ratio_up = G_uneq[0] / G_uneq[1]
ratio_down = G_uneq[0] / G_uneq[-1]
x = shift / kT
assert np.isclose(ratio_up, (10 * np.exp(x) + np.exp(-x)) / 11, rtol=1e-8)
assert np.isclose(ratio_down, (10 * np.exp(-x) + np.exp(x)) / 11, rtol=1e-8)

# warmer device (lifetimes and trap offset held fixed)
kT_hot = k_ev * 350
ratio_hot = (trap_steady_state(0.0, kt=kT_hot)[1]
             / trap_steady_state(shift, kt=kT_hot)[1])
assert ratio_hot < ratio

J_mid, J_off = q * G_mid * width, q * G_off * width

# --- carrier tails entering the depleted layer from both contacts ----------
built_in = 2 * kT * np.log(doping / ni)
drop = built_in + bias
field = drop / width
z = np.linspace(0, width, 40001)
p_profile = doping * np.exp(-drop * z / width / kT)
n_profile = doping * np.exp(-drop * (width - z) / width / kT)


def layer_current(d, gamma_n=0.0, gamma_p=0.0):
    rate = srh_generation(d, n_profile, p_profile,
                          tau / (1 + gamma_n), tau / (1 + gamma_p))
    return q * np.sum((rate[1:] + rate[:-1]) / 2) * (z[1] - z[0])


def effective_width(d):
    s = 2 * ni * np.cosh(d / kT)
    return width - 2 * width * kT / drop * np.log(1 + doping / s)


J_mid_tails, J_off_tails = layer_current(0.0), layer_current(shift)
w_mid = J_mid_tails / (q * G_mid)
w_off = J_off_tails / (q * G_off)
assert np.isclose(w_mid, effective_width(0.0), rtol=2e-3)
assert np.isclose(w_off, effective_width(shift), rtol=2e-3)
ratio_tails = J_mid_tails / J_off_tails
assert ratio_tails < ratio

# --- diffusion current of two thin contact layers (rough values) -----------
diffusivity, contact_width = 20.0, 0.1e-4
J_diff = 2 * q * ni**2 * diffusivity / (doping * contact_width)
ratio_diff = (J_mid_tails + J_diff) / (J_off_tails + J_diff)

# --- trap-assisted tunnelling, Hurkx field enhancement ---------------------
mass_ratio = 0.12
mass = mass_ratio * const.m_e
kT_J = const.k * T
field_scale = np.sqrt(24 * mass * kT_J**3) / (q * const.hbar) / 100  # V/cm


def enhancement(depth, f_cm):
    c = 4 * np.sqrt(2 * mass) * kT_J**1.5 / (3 * q * const.hbar * f_cm * 100)
    return quad(lambda y: np.exp(y - c * y**1.5), 0, depth / kT, limit=200)[0]


r = 2.0
saddle = 2 * np.sqrt(3 * np.pi) * r * np.exp(r**2)
assert np.isclose(enhancement(60 * kT, r * field_scale), saddle, rtol=0.05)
g_mid = enhancement(gap / 2, field)
g_off_n = enhancement(gap / 2 - shift, field)
g_off_p = enhancement(gap / 2 + shift, field)
J_mid_tat = layer_current(0.0, g_mid, g_mid)
J_off_tat = layer_current(shift, g_off_n, g_off_p)
ratio_tat = J_mid_tat / J_off_tat
assert abs(ratio_tat / ratio_tails - 1) < 0.05
ratio_all = (J_mid_tat + J_diff) / (J_off_tat + J_diff)

# --- remaining neglected effects -------------------------------------------
ion_A, ion_B = 1e7, 1.3e6  # rough ionisation coefficients, 1/cm and V/cm
ionisations = ion_A * np.exp(-ion_B / field) * width
m_btb = 0.02
btb_exponent = (4 * np.sqrt(2 * m_btb * const.m_e) * (gap * q)**1.5
                / (3 * q * const.hbar * field * 100))
eps = 16 * const.epsilon_0 / 100
depletable = np.sqrt(2 * eps * drop / (q * Nt))
assert depletable > width
assert ionisations < 1e-3 and btb_exponent > 30

e_mid = emission_rates(0.0, c0, c0, kT, 0.05)
e_off = emission_rates(shift, c0, c0, kT, 0.05)
assert np.isclose(G_off, Nt / (1 / e_off[0] + 1 / e_off[1]), rtol=1e-8)

print(f"Temperature {T:.0f} K, kT = {kT:.6f} eV, trap shift {shift} eV")
print(f"x = shift/kT = {x:.4f}; exp(x) = {np.exp(x):.3f}; "
      f"exp(-x) = {np.exp(-x):.5f}")
print(f"Reduction factor from rate equations = {ratio:.3f}")
print(f"Large-shift estimate exp(x)/2 = {np.exp(x)/2:.3f}")
print(f"Inputs: ni = {ni:.1e} cm^-3, tau = {tau*1e9:.1f} ns, "
      f"Nt = {Nt:.1e} cm^-3")
print(f"Inputs: i-layer {width*1e4:.2f} um, area {area*1e8:.0f} um^2, "
      f"reverse bias {bias:.1f} V")
print(f"Inputs: contact doping {doping:.1e} cm^-3, gap {gap} eV")
print(f"Capture coefficient = {c0:.2e} cm^3/s")
print(f"Trap at Ei: e_n = {e_mid[0]:.3e} 1/s, e_p = {e_mid[1]:.3e} 1/s")
print(f"Trap shifted up: e_n = {e_off[0]:.3e} 1/s, e_p = {e_off[1]:.3e} 1/s")
print(f"Occupancy at Ei = {f_mid:.4f}; shifted up = {f_off:.3e}")
print(f"G at Ei = {G_mid:.3e} cm^-3 s^-1; shifted = {G_off:.3e} cm^-3 s^-1")
print(f"Ideal J at Ei = {J_mid*1e3:.3f} mA/cm^2; "
      f"shifted = {J_off*1e3:.4f} mA/cm^2")
print(f"Ideal current at Ei = {J_mid*area*1e9:.3f} nA; "
      f"shifted = {J_off*area*1e9:.4f} nA")
print(f"Factor at 350 K = {ratio_hot:.2f}")
print(f"Factor for tau_p = 10 tau_n: up {ratio_up:.2f}, down {ratio_down:.2f}")
print(f"Built-in potential {built_in:.3f} V, total drop {drop:.3f} V, "
      f"field {field/1e3:.1f} kV/cm")
print(f"Tail decay length lambda = {width*kT/drop*1e7:.2f} nm")
print(f"Effective width, integrated: at Ei {w_mid*1e7:.1f} nm, "
      f"shifted {w_off*1e7:.1f} nm")
print(f"Effective width, formula: at Ei {effective_width(0.0)*1e7:.1f} nm, "
      f"shifted {effective_width(shift)*1e7:.1f} nm")
print(f"J with tails: at Ei {J_mid_tails*1e3:.3f} mA/cm^2, "
      f"shifted {J_off_tails*1e3:.4f} mA/cm^2")
print(f"Factor with carrier tails = {ratio_tails:.2f}")
print(f"Diffusion inputs: D = {diffusivity:.0f} cm^2/s, "
      f"contact layers {contact_width*1e7:.0f} nm")
print(f"Diffusion current density, both sides = {J_diff*1e3:.4f} mA/cm^2")
print(f"Factor with tails and diffusion = {ratio_diff:.2f}")
print(f"Tunnelling mass {mass_ratio} m_e, "
      f"field scale {field_scale/1e3:.0f} kV/cm")
print(f"Hurkx Gamma at Ei = {g_mid:.3f}; shifted: electron {g_off_n:.3f}, "
      f"hole {g_off_p:.3f}")
print(f"J with tails and tunnelling: at Ei {J_mid_tat*1e3:.3f} mA/cm^2, "
      f"shifted {J_off_tat*1e3:.4f} mA/cm^2")
print(f"Factor with tails and tunnelling = {ratio_tat:.2f}")
print(f"Factor with tails, tunnelling and diffusion = {ratio_all:.2f}")
print(f"Ionisations per carrier transit (rough) = {ionisations:.1e}")
print(f"Band-to-band tunnelling exponent (mass {m_btb} m_e) = "
      f"{btb_exponent:.0f}")
print(f"Width depletable if all Nt were charged = {depletable*1e4:.2f} um")
print("tests ok")
```

Output:

```
Temperature 300 K, kT = 0.025852 eV, trap shift 0.1 eV
x = shift/kT = 3.8682; exp(x) = 47.855; exp(-x) = 0.02090
Reduction factor from rate equations = 23.938
Large-shift estimate exp(x)/2 = 23.927
Inputs: ni = 2.0e+13 cm^-3, tau = 5.0 ns, Nt = 1.0e+15 cm^-3
Inputs: i-layer 0.50 um, area 100 um^2, reverse bias 1.0 V
Inputs: contact doping 1.0e+18 cm^-3, gap 0.66 eV
Capture coefficient = 2.00e-07 cm^3/s
Trap at Ei: e_n = 4.000e+06 1/s, e_p = 4.000e+06 1/s
Trap shifted up: e_n = 1.914e+08 1/s, e_p = 8.359e+04 1/s
Occupancy at Ei = 0.5000; shifted up = 4.365e-04
G at Ei = 2.000e+21 cm^-3 s^-1; shifted = 8.355e+19 cm^-3 s^-1
Ideal J at Ei = 16.022 mA/cm^2; shifted = 0.6693 mA/cm^2
Ideal current at Ei = 16.022 nA; shifted = 0.6693 nA
Factor at 350 K = 13.79
Factor for tau_p = 10 tau_n: up 43.51, down 4.37
Built-in potential 0.559 V, total drop 1.559 V, field 31.2 kV/cm
Tail decay length lambda = 8.29 nm
Effective width, integrated: at Ei 332.1 nm, shifted 384.7 nm
Effective width, formula: at Ei 332.1 nm, shifted 384.7 nm
J with tails: at Ei 10.642 mA/cm^2, shifted 0.5150 mA/cm^2
Factor with carrier tails = 20.66
Diffusion inputs: D = 20 cm^2/s, contact layers 100 nm
Diffusion current density, both sides = 0.2563 mA/cm^2
Factor with tails and diffusion = 14.13
Tunnelling mass 0.12 m_e, field scale 256 kV/cm
Hurkx Gamma at Ei = 0.592; shifted: electron 0.592, hole 0.592
J with tails and tunnelling: at Ei 16.942 mA/cm^2, shifted 0.8199 mA/cm^2
Factor with tails and tunnelling = 20.66
Factor with tails, tunnelling and diffusion = 15.98
Ionisations per carrier transit (rough) = 4.0e-16
Band-to-band tunnelling exponent (mass 0.02 m_e) = 166
Width depletable if all Nt were charged = 1.66 um
tests ok
```
